# Choosing the time-step tolerance for implicit carrier and trap kinetics

## What dimensions fix

A population of size $A$ decays at a rate $\lambda$ and is followed with time steps $h$. The user sets a local tolerance $\tau$, the error allowed in one step. Both $A$ and $\tau$ are densities, so the only dimensionless combinations are $\lambda h$ and $\tau/A$. A first-order method has a local error that starts at second order in the step, of size $A(\lambda h)^2$. Equating it to $\tau$ gives

$$\lambda h\propto(\tau/A)^{1/2},\qquad \text{steps}\propto(A/\tau)^{1/2},\qquad \frac{\text{total error}}{A}\propto\frac{\text{steps}\times\tau}{A}\propto(\tau/A)^{1/2}.$$

A tolerance one hundred times smaller therefore buys one more decimal digit and costs ten times as many steps. The argument assumes that local errors add without being amplified. For trap kinetics with backward Euler this can be proved, and the proof also says in which norm to measure $\tau$.

The setting discussed here is this tolerance, as offered by kinetics solvers that take level energies and capture coefficients from electronic-structure calculations.

## The equations and their equilibrium

A uniform sample contains electrons (density $n$), holes ($p$) and one acceptor level of density $N$, of which $w=Nf$ are filled. A filled trap has charge $-1$, an empty one is neutral. The donors, of density $D$, are all ionized. The net capture rates are

$$U_n=c_n[n(N-w)-n_1w],\qquad U_p=c_p[pw-p_1(N-w)],$$

where the first terms are capture and the second thermal emission. Then

$$\dot n=-U_n,\qquad \dot p=-U_p,\qquad \dot w=U_n-U_p .$$

Hence $\dot n-\dot p+\dot w=-U_n+U_p+U_n-U_p=0$: the quantity $n-p+w$ is constant, and neutrality sets it to $D$. A short pulse at $t=0$ adds $\Delta$ to both $n$ and $p$ and leaves it unchanged.

The emission densities are not free parameters. In atomic units a parabolic band of mass $m$ has the density of states $(2m)^{3/2}\sqrt E/(2\pi^2)$. With Boltzmann filling and $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$, the density at Fermi level $\mu$, measured from the conduction edge, is

$$n_0=N_c e^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi}\right)^{3/2}.$$

If the empty and the filled trap have the same degeneracy, the level at $E_t$ has $f_0=1/(1+e^{(E_t-\mu)/kT})$, so $(1-f_0)/f_0=e^{(E_t-\mu)/kT}$. For different degeneracies $g_{\rm empty}$ and $g_{\rm filled}$, $E_t$ here stands for the level energy plus $kT\ln(g_{\rm empty}/g_{\rm filled})$. Detailed balance demands $U_n=0$ and $U_p=0$ separately:

$$n_1=n_0\frac{1-f_0}{f_0}=N_ce^{E_t/kT},\qquad p_1=p_0\frac{f_0}{1-f_0}=\frac{n_0p_0}{n_1}=\frac{n_i^2}{n_1}.$$

Capture coefficients may thus be chosen freely, but $n_1$ and $p_1$ may not be chosen independently: $U_n=U_p=0$ gives $np=n_1p_1$, so any product other than $n_i^2$ would make the model settle at a wrong equilibrium. Inserting $p_0=n_i^2/n_0$ and $f_0=n_0/(n_0+n_1)$ into neutrality gives

$$n_0-\frac{n_i^2}{n_0}+\frac{Nn_0}{n_0+n_1}=D.$$

Each term on the left increases with $n_0$, and their sum runs from $-\infty$ to $\infty$. There is one equilibrium.

## Why the occupancy stays bounded at any step

Backward Euler evaluates the rates at the end of the step. With new values marked by a plus sign,

$$n^+=n-hU_n^+,\qquad p^+=p-hU_p^+,\qquad w^+=w+h(U_n^+-U_p^+).$$

For given $w^+$ the first two equations are linear. Collecting $n^+$ and $p^+$ on the left,

$$n^+=\frac{n+hc_nn_1w^+}{1+hc_n(N-w^+)},\qquad p^+=\frac{p+hc_pp_1(N-w^+)}{1+hc_pw^+}.$$

The third equation can be replaced by conservation:

$$b(w^+)\equiv(w^+-w)+(n^+-n)-(p^+-p)=0.$$

On $0\le w^+\le N$, $n^+$ rises with $w^+$ and $p^+$ falls, so $b$ increases strictly. At the lower end $n^+\le n$ and $p^+=p+hc_pp_1N>p$, hence $b(0)<0$. At the upper end $n^+=n+hc_nn_1N>n$ and $p^+\le p$, hence $b(N)>0$. For every $h>0$ there is one root, with $0<w^+<N$ and positive $n^+$, $p^+$. The step size affects accuracy, not admissibility.

This belongs to backward Euler, not to implicit methods in general. For $\dot y=-\lambda y$ and $z=\lambda h$, one step multiplies $y$ by

$$\frac1{1+z}\ \text{(backward Euler)},\qquad 1-z\ \text{(explicit Euler)},\qquad \frac{1-z/2}{1+z/2}\ \text{(trapezoidal)}.$$

The last factor is negative for $z>2$, although the trapezoidal rule is stable.

## Why local errors are not amplified

Use the signed variables $x=(n,-p,w)$, whose sum is conserved, and define

$$a=c_n(N-w),\quad b=c_n(n+n_1),\quad c=c_pw,\quad d=c_p(p+p_1).$$

From here on $b$ is this rate. Since $\partial U_n/\partial n=a$, $\partial U_n/\partial w=-b$, $\partial U_p/\partial p=c$ and $\partial U_p/\partial w=d$, the Jacobian of $\dot x=F(x)$ is

$$K=\begin{pmatrix}-a&0&b\\0&-c&d\\a&c&-b-d\end{pmatrix}.$$

Its off-diagonal entries are non-negative and its columns sum to zero, as in a rate matrix that moves probability between three boxes.

Let $M=I-hK$, the matrix of Newton's method. Suppose $M^{T}v=r$ with $r\ge0$, and let $v_m$ be the smallest component of $v$. Because column $m$ of $K$ sums to zero,

$$r_m=v_m-h\sum_{j\ne m}K_{jm}(v_j-v_m)\quad\Rightarrow\quad v_m=r_m+h\sum_{j\ne m}K_{jm}(v_j-v_m)\ge0 .$$

So $r\ge0$ implies $v\ge0$. For $r=0$ this holds for both $v$ and $-v$, so $v=0$: $M$ is never singular, and $M^{-1}$ has non-negative entries. The columns of $M$ sum to one, hence so do those of $M^{-1}$. With $\|x\|=|n|+|p|+|w|$,

$$\|M^{-1}z\|\le\|z\|\qquad\text{for every }z\text{ and every }h>0.$$

Now take two backward Euler steps, from $x$ and $\tilde x$. As $F$ is quadratic, $F(x^+)-F(\tilde x^+)=\bar K(x^+-\tilde x^+)$, with $\bar K$ the Jacobian at the midpoint, which is itself an allowed state. Therefore

$$(I-h\bar K)(x^+-\tilde x^+)=x-\tilde x,\qquad \|x^+-\tilde x^+\|\le\|x-\tilde x\|.$$

In 200 random pairs, with carrier densities from $10^{12}$ to $10^{17}$ cm$^{-3}$ and steps from 1 ps to 1 s, the largest ratio of new to old distance was 1.000000.

The exact evolution is the limit of many short steps, so it contracts too. Compare the computed state after a step with the exact evolution of the state before it: the difference is the local error, and the earlier error has not grown. Hence the total error is at most the sum of the local errors, in this norm. This is what the opening estimate needed, and it is why $\tau$ should limit the sum of the absolute errors made in the three densities during a step.

## Relaxation to equilibrium

Let $\tilde x$ be the equilibrium with the same charge. The midpoint then has $0<f<1$ and positive densities, so $a,b,c,d>0$. Solve $Mv=e_j$, with $e_j$ a unit vector:

$$(1-hK_{ii})v_i=\delta_{ij}+h\sum_{k\ne i}K_{ik}v_k .$$

Thus $v_j>0$, and a positive component makes its neighbours in the chain $n$–$w$–$p$ positive. All entries of $M^{-1}$ are positive. The difference $z$ from equilibrium sums to zero, so it has entries of both signs, which partly cancel: the distance falls strictly.

If $\varepsilon$ is the smallest entry of $M^{-1}$, subtracting $\varepsilon$ from every entry does not change $M^{-1}z$ and leaves non-negative columns with sum $1-3\varepsilon$. The distance shrinks at least by that factor. The states visited form a bounded set. For steps above some fixed minimum, $\varepsilon$ has a positive lower bound there, because even for $h\to\infty$ each column of $M^{-1}$ tends to the positive vector proportional to $(b/a,d/c,1)$, the null vector of $K$. The computed state therefore converges to detailed balance.

The rates of approach follow from the characteristic polynomial of $K$. Its principal $2\times2$ minors are $ac$, $a(b+d)-ab=ad$ and $c(b+d)-cd=bc$, and its determinant is zero. Besides the conserved mode the decay rates are

$$\lambda_\pm=\tfrac12\left[a+b+c+d\pm\sqrt{(a+b-c-d)^2+4bd}\right].$$

The root is real, so small disturbances do not oscillate.

## The Newton tolerance

Let $G(x)=x-x_{\rm old}-hF(x)$ be the residual. The midpoint argument gives $G(x)-G(x^+)=(I-h\bar K)(x-x^+)$, and $G(x^+)=0$, so for any allowed iterate

$$\|x-x^+\|\le\|G(x)\|.$$

The residual is itself an error bound in cm$^{-3}$. Since two half steps are kept per step, a residual below $\tau/100$ in each adds at most $\tau/50$ to the local error.

A Newton correction $\delta=-M^{-1}G$ removes the linear part of the residual. What remains comes from the products $-c_n\delta_n\delta_w$ in $U_n$ and $c_p\delta_p\delta_w$ in $U_p$, each of which enters two equations:

$$\|G_{\rm new}\|\le2h|\delta_w|\left(c_n|\delta_n|+c_p|\delta_p|\right)\le2hc_{\max}|\delta_w|(|\delta_n|+|\delta_p|)\le\tfrac12hc_{\max}\|\delta\|^2 .$$

The last inequality uses $uv\le(u+v)^2/4$. While the iterates are allowed, $\|\delta\|\le\|G\|$, and convergence is quadratic if $q=\tfrac12hc_{\max}\|G_0\|<1$. Starting from the old state, $\|G_0\|=h\|F\|$, so $q$ falls as $h^2$ and the iterates move by an amount of order $h$. Halving the step repeatedly after failed or inadmissible iterations must therefore succeed eventually, if the old state is inside the allowed region; a single halving need not be enough.

The sum of the three components of $G$ is linear in $x$, so each full Newton iterate conserves charge up to rounding. Good charge conservation is consequently no evidence that Newton has converged.

## Estimating the local error

Take one step $h$, then two steps $h/2$ from the same state, and keep the latter. For one exponential with small $z$,

$$\frac1{1+z}-e^{-z}\simeq\frac{z^2}2,\qquad \frac1{(1+z/2)^2}-e^{-z}\simeq\frac{z^2}4 .$$

The difference of the two results, $z^2/4$, equals the error of the one that is kept. For $z$ between 0.01 and 1000 the true error is at most 1.41 times the difference. Adding up the differences and multiplying by 1.5 gives an error budget. For the nonlinear system this is an estimate, not a theorem.

If the difference is $\epsilon$, the next step is $0.9\,h\sqrt{\tau/\epsilon}$, with the change limited to factors between 0.2 and 3. A step with $\epsilon>\tau$ is repeated.

## A pulse in n-type silicon

The example has $T=300$ K, $D=10^{15}$, $N=2\times10^{13}$ and $\Delta=10^{16}$ cm$^{-3}$, and a level 0.55 eV below the conduction edge. Cross sections of 1 Å$^2$ for electrons and 100 Å$^2$ for holes, times a speed of $2\times10^7$ cm/s, give $c_n=2\times10^{-9}$ and $c_p=2\times10^{-7}$ cm$^3$/s. The emission density is $n_1=2.895\times10^{19}\,e^{-0.55/0.02585}=1.67\times10^{10}$ cm$^{-3}$. At equilibrium $n_0=9.80\times10^{14}$ cm$^{-3}$ ($9.80\times10^{-10}$ Å$^{-3}$), and a fraction $1.70\times10^{-5}$ of the traps is empty.

**Emptying.** After the pulse the filled traps capture holes at the rate $c_pp\approx2\times10^9$ s$^{-1}$. A step of 2 ns has $z\approx4$, for which the three factors above are $0.2$, $-3$ and $-1/3$. The full equations give $f=0.207$, $-3.00$ and $-0.324$. In the backward Euler step $\|G_0\|=1.60\times10^{14}$ cm$^{-3}$, so $q=2\times10^{-16}\times1.60\times10^{14}=0.032$. The next residuals are $2.1\times10^{11}$, $3.6\times10^5$ and 1.5 cm$^{-3}$; the last is at the rounding level of numbers near $10^{16}$.

**Slow recombination.** The traps then adjust so that $U_n=U_p=U$. Without emission this means $f=c_nn/(c_nn+c_pp)$, which is 0.0109 at 10 ns, as computed. With $\tau_n=1/(c_nN)=25$ µs and $\tau_p=1/(c_pN)=0.25$ µs,

$$\frac1U=\frac{\tau_n}{n}+\frac{\tau_p}{p}.$$

Since $dt=-dn/U$ and $dn\approx dp$ while $w$ hardly changes,

$$t=\tau_n\ln\frac{n_i^*}{n}+\tau_p\ln\frac{p_i^*}{p},$$

where the stars mark values just after the pulse. The tabulated densities at 30 µs give $25\ln(10.98/3.357)+0.25\ln(10/2.36)=29.6+0.4=30.0$ µs.

**Refilling.** As $p\approx n-D$, holes run out near $25\ln(10.98/1)\approx60$ µs. At 62 µs the net rate $U_n$ is already 1.7 times $U_p$, and at 66 µs about 800 times (about 500 times for the capture terms alone, since hole emission then cancels about 40 % of hole capture). A single recombination rate no longer describes both carriers. The traps refill at $\lambda_-=1.959\times10^6$ s$^{-1}$, close to $c_nn_0$; the reference solution between 66 and 67 µs gives $1.958\times10^6$ s$^{-1}$.

## What the tolerance buys

Three runs to 1 ms were compared at eleven times with an independent high-order integration. Errors are sums over the three densities, relative to the pulse.

| $\tau/\Delta$ | steps | largest error | budget |
|---|---|---|---|
| $10^{-4}$ | 152 | $3.3\times10^{-3}$ | $1.5\times10^{-2}$ |
| $10^{-5}$ | 437 | $1.0\times10^{-3}$ | $5.0\times10^{-3}$ |
| $10^{-6}$ | 1349 | $3.3\times10^{-4}$ | $1.6\times10^{-3}$ |

Each tenfold reduction divides the error by 3.15, against $\sqrt{10}=3.16$ from the dimensional argument. At all eleven times the error stayed below the budget accumulated so far.

The step count can be predicted. In the slow stage $n$ and $p$ each have second derivative $n/\tau_n^2$, so the estimated error is $h^2(2n/\tau_n^2)/4$. Setting it to $\tau$ gives $h=\tau_n\sqrt{2\tau/n}$. With $n=n_i^*e^{-t/\tau_n}$ and the safety factor 0.9,

$$\text{steps}\approx\frac1{0.9}\int_0^{t}\frac{dt'}{\tau_n}\sqrt{\frac{n}{2\tau}}=\frac{2}{0.9}\sqrt{\frac{n_i^*}{2\tau}}\left(1-e^{-t/2\tau_n}\right).$$

For $\tau=10^{10}$ cm$^{-3}$ and $t=60$ µs this is about 1150 of the 1349 steps. Explicit Euler, limited to $h<2/\lambda_{\max}$, would need at least 21 000 stable steps. An implicit step costs three Newton solves, so the ratio of step counts is not a ratio of computing times.

At the finest setting the occupancy stayed between 0.0109 and 0.99998, and the charge drifted by 22 cm$^{-3}$, which is rounding. At 1 ms the densities agree with the Fermi-level solution to all printed digits.

## Guidance

- **Compare the error with the smallest population of interest.** The error $3.3\times10^{-3}\Delta=3.3\times10^{13}$ cm$^{-3}$ of the coarsest run exceeds the whole trap density. It serves for $n$ during the slow stage, but gives no assurance about $f$.
- **Rescale from a trial run.** For a target error $E$, use $\tau=\tau_1(E/E_1)^2$, with $E_1$ the error or budget at $\tau_1$. An error of $N/100=2\times10^{-5}\Delta$ would need $\tau/\Delta\approx4\times10^{-9}$ and, by the same scaling, about 22 000 steps. That is about the number explicit Euler needs for stability alone; to reach the same error it needs roughly twice as many. Most of the advantage in step count is then lost, and a higher-order method with its own check on bounds is worth considering.
- **Do not read small densities from an absolute tolerance.** At 66 µs the finest run gives $p=2.5\times10^7$ cm$^{-3}$, the reference $8.4\times10^6$. Backward Euler damps an exponential too weakly, which has the right sign to explain the excess, though this cause was not isolated. If such tails matter, shorten the steps by an added relative condition on $p$. This does not remove the error carried over from the slow stage, for which $\tau$ itself must be reduced. Bounds and contraction hold for any step.
- **Do not take a correct final state as proof of an accurate transient.** All three runs reach the same equilibrium, whatever their error on the way.

## Silicon and the limits of the model

The parameters are rough typical values for silicon with a deep metal-like impurity. For these numbers, and with rough coefficients, radiative recombination would add about 0.1 % to the rate $c_nN$, Auger recombination 0.1 to 0.5 % (the higher value includes its enhancement by the Coulomb attraction between carriers), and surfaces with a recombination velocity of 10 cm/s on a 300 µm wafer about 2 %. A depth profile in such a wafer evens out with a time constant of about 5 µs (carriers made at one face bring the other face to 90 % of the uniform density after about 15 µs), far longer than the traps take to empty, so the excitation must be uniform in depth. The largest of the omissions estimated here is a second charge transition. With cross sections of 10 Å$^2$ for holes and 100 Å$^2$ for electrons it would add up to nine times the retained rate (somewhat less, because both transitions share the same traps) and shorten the 25 µs lifetime roughly ninefold while $p\approx n$. The added channel is limited by hole capture, so the factor falls to about six at $p=D$ and further below that. Gold in silicon has two such levels, so this example does not represent it.

The proof has limits as well. An Auger term $C_nn(np-n_i^2)$ has the derivative $C_n(2np-n_i^2)$ with respect to $n$, which is negative for $np<n_i^2/2$. The sign pattern of $K$ can then fail in strongly depleted material. Several charge states per trap, or transport between cells, need their own check of that pattern before the tolerance is read as a bound on accumulated error. The values behind the example are in the numerical output below.

## Calculated quantities

```
T = 300 K, kT = 0.02585 eV, gap = 1.12 eV, depth = 0.55 eV
density-of-states masses = 1.1, 1.1 electron masses
donors = 1.0e+15, traps = 2.0e+13, pulse = 1.0e+16 cm^-3
cross sections = 1.0, 100.0 angstrom^2; speed = 2.0e+07 cm/s
cn = 2.00e-09, cp = 2.00e-07 cm^3/s
Nc = 2.8951e+19, ni = 1.1326e+10 cm^-3
n1 = 1.6675e+10, p1 = 7.6928e+09 cm^-3
Fermi level = -0.26611 eV from conduction edge
equilibrium n = 9.800003e+14, p = 1.308953e+05 cm^-3
equilibrium n = 9.8000e-10 angstrom^-3
equilibrium empty trap fraction = 1.701508e-05
1/(cn N) = 25.000 us, 1/(cp N) = 0.250 us
equilibrium decay rates = 1.9586e+06, 4.0029e+06 1/s
largest L1 contraction quotient, random pairs = 1.000000
test step = 2.0 ns; Newton residuals (cm^-3):
  1.60e+14, 2.09e+11, 3.60e+05, 1.54e+00
f after it: backward Euler 0.2072, explicit -2.9999
f after it: trapezoidal rule -0.3242
largest true/estimated local error, exponential = 1.408
tolerance/pulse, steps, rejected, max error/pulse, 1.5*budget/pulse
  1e-04    152    4 3.269e-03 1.499e-02
  1e-05    437    0 1.038e-03 4.950e-03
  1e-06   1349    0 3.291e-04 1.598e-03
explicit Euler, least number of stable steps = 21379
finest run: t(us), n, p, f; reference p, f, Un/Up (cm^-3)
    0.0001 1.0980e+16 9.996e+15 0.82005; 9.996e+15 0.81894 2.428e-03
    0.0010 1.0980e+16 9.983e+15 0.14534; 9.983e+15 0.14213 6.639e-02
    0.0100 1.0976e+16 9.976e+15 0.01088; 9.976e+15 0.01088 1.000e+00
    1.0000 1.0554e+16 9.555e+15 0.01093; 9.554e+15 0.01093 1.000e+00
   10.0000 7.3941e+15 6.394e+15 0.01143; 6.393e+15 0.01143 1.000e+00
   30.0000 3.3569e+15 2.357e+15 0.01404; 2.356e+15 0.01405 1.000e+00
   60.0000 1.0510e+15 5.415e+13 0.15706; 5.291e+13 0.15971 1.045e+00
   62.0000 9.9401e+14 4.958e+12 0.54749; 4.489e+12 0.56273 1.722e+00
   66.0000 9.8002e+14 2.456e+07 0.99924; 8.360e+06 0.99957 8.150e+02
   67.0000 9.8000e+14 3.352e+06 0.99983; 1.054e+06 0.99992 1.227e+03
smallest and largest f = 0.010884, 0.999983
largest charge drift = 22.2 cm^-3
at 1 ms: n = 9.800003e+14, p = 1.308953e+05 cm^-3
at 1 ms: np/ni^2 - 1 = 2.4e-15
at 1 ms: empty fraction = 1.701508e-05
decay-law times for 10, 30, 60 us = 10.000, 30.000, 59.999 us
refilling rate, 66 to 67 us = 1.9582e+06 1/s
neglected rates / (cn N): Auger 1.21e-03, radiative 1.37e-03
  surface (10 cm/s, 300 um wafer) 1.67e-02
  second level (10 and 100 angstrom^2) 9.09
degeneracy correction to n = 1.34e-04
donor occupation (0.045 eV) = 4.32e-03
traps emptied during a 1 ps pulse, at most = 2.00e-03
diffusion time (300 um, 18 cm^2/s) = 5.07 us
level shift for degeneracy factor 4 = 0.0358 eV
at 400 K: p = 1.568e+10 cm^-3, empty fraction = 5.318e-03
```
